The broadening setting in fitting barrier diffusivity from copper depth profiles

**What dimensions already decide**

A diffusivity D has the dimension of length squared over time. If copper enters a thick barrier from a face held at fixed concentration, the only length that D and the anneal time t can form is √(Dt). The concentration at depth x must then be a function of x/√(Dt), times the value at the face.

An instrument adds lengths of its own. Suppose its response falls as exp(−z/λ) at large depth z, and that this fall, not diffusion, shapes the measured tail. A diffusivity read from the slope of that tail at depth z can depend only on z, λ and t, so it must have the form

D_app = (λ²/t) F(z/λ).

The barrier's own D is absent. This number is set by the instrument, the clock and the chosen depth window. The function F is found below.

**The setting**

A computed curve, such as a density of states or a spectrum, can be convolved with a broadening function before it is compared with a measurement. The same operation is needed when the computed curve is a depth profile and the coordinate is depth instead of energy. The user must choose the shape and widths of the broadening, and must decide whether to broaden the model or to fit the raw data without it.

The algebra holds in atomic units, where D is measured in ħ/m_e. Numbers are in Å, s, K and eV.

**The profile before broadening**

A copper film fills x < 0 with concentration 1. The barrier fills x > 0, starts empty, and has concentration κ at its face during the anneal. D is constant, and the barrier is much thicker than ℓ = 2√(Dt). Put c = κf(s) with s = x/ℓ. Since ℓ grows as √t, ∂s/∂t = −s/(2t), and the two sides of the diffusion equation are

∂c/∂t = −κ s f′/(2t),  D ∂²c/∂x² = κ D f″/ℓ² = κ f″/(4t).

Equating them gives f″ = −2s f′, so f′ = −C exp(−s²). The conditions f(0) = 1 and f(∞) = 0 require C√π/2 = 1. Therefore

c(x) = κ erfc(x/ℓ) for x > 0.

At x = 0 the concentration drops from 1 to κ. This large step is what the instrument smears into the barrier.

**The broadened profile**

Assume that the signal is linear in concentration and that the resolution function h, normalised to one, is the same at all depths:

S(z) = ∫ c(x) h(z−x) dx.

Define the edge response G(z) = ∫_z^∞ h(u) du. It is the profile of an unannealed sample, because a film alone gives ∫_{−∞}^0 h(z−x) dx = G(z). From G′ = −h it follows that dG(z−x)/dx = +h(z−x). Integrating the barrier part by parts gives

κ∫₀^∞ erfc(x/ℓ) h(z−x) dx = −κG(z) + κ∫₀^∞ [2/(ℓ√π)] exp(−x²/ℓ²) G(z−x) dx.

The first term is the boundary value at x = 0; the upper boundary vanishes with erfc. Adding the film and setting x = ℓu,

S(z) = (1−κ)G(z) + κ(2/√π)∫₀^∞ exp(−u²) G(z−ℓu) du.  (1)

The annealed profile is thus a weighted sum of shifted reference profiles. An unannealed sample supplies the broadening, provided that annealing does not change h.

For h, take a Gaussian of width σ convolved with a forward exponential of length λ, which represents copper pushed deeper by sputtering:

h(z) = ∫₀^∞ (dv/λ) exp(−v/λ) exp[−(z−v)²/(2σ²)]/(σ√(2π)).

With m = z − σ²/λ, completing the square turns the exponent into −(v−m)²/(2σ²) + σ²/(2λ²) − z/λ. The integral over v > 0 then gives Φ(m/σ), where Φ is the normal distribution function:

λh(z) = exp[σ²/(2λ²) − z/λ] Φ(z/σ − σ/λ).  (2)

Differentiating (2), the exponential contributes −h, and the derivative of Φ contributes a term whose exponents combine to −z²/(2σ²). So λh′ + h is the Gaussian itself. Integrating from z to infinity gives −λh(z) + G(z) = Φ(−z/σ), or

G(z) = Φ(−z/σ) + λh(z).  (3)

**What the deep tail contains**

Far beyond the edge, G(z) → exp[σ²/(2λ²)] exp(−z/λ). Insert this in (1) and write b = ℓ/(2λ) = √(Dt)/λ. The integrand becomes exp(−u² + 2bu) = exp(b²) exp[−(u−b)²], and its integral over u > 0 is exp(b²)(√π/2)[1 + erf(b)]. Hence S → A exp(−z/λ), with

A = exp[σ²/(2λ²)] {1 − κ + κ exp(Dt/λ²)[1 + erf(√(Dt)/λ)]}.  (4)

The final slope is 1/λ whatever D is. Only the amplitude A carries D, and it does so together with κ.

The depth at which this regime begins can be read from the same integral. Its weight is centred at u = b, that is, at x = 2Dt/λ. The exponential form of G is valid there only if z − x exceeds about σ²/λ, the depth at which the argument of Φ in (2) changes sign. For strong diffusion, when the lower limit of the integral hardly matters, the barrier part turns over near

z_on = (2Dt + σ²)/λ,

over a range s_w = √(2Dt + σ²). The two variances add because the weight exp[−(u−b)²] has variance ℓ²/2 = 2Dt in x and the Gaussian blur adds σ².

**The phantom diffusivity**

Now fit the raw tail with A′ erfc(z/ℓ′), ignoring the broadening. With s = z/ℓ′ and erfcx(s) = exp(s²) erfc(s), the logarithmic slope of this function is

−d ln erfc(z/ℓ′)/dz = 2/[√π ℓ′ erfcx(s)].  (5)

Set it equal to the instrumental slope 1/λ and multiply by z:

2s/[√π erfcx(s)] = z/λ,  D_app = ℓ′²/(4t) = z²/(4ts²).  (6)

This has the form required by dimensions. For large s, erfcx(s) ≈ [1 − 1/(2s²)]/(s√π), so the left side of (6) is 2s² + 1 up to terms of order 1/s². Then s² ≈ (z/λ − 1)/2 and

D_app ≈ zλ/[2t(1 − λ/z)] for z ≫ λ.  (7)

A sample that was never annealed, if assigned a time t, yields this diffusivity. Moving the window deeper raises it. If the real anneal is made twice as long and the tail remains instrumental, the slope does not change and the inferred value halves. Both are useful diagnostics, since a profile shaped by a constant D alone would show neither. They do not single out the instrument: a grain-boundary tail of the form exp[−(x/L)^(6/5)] with L growing as t^(1/4) also gives a larger erfc-fitted D in a deeper window and a smaller one after a longer anneal (a ratio of about 0.63 instead of 0.5 for L = 31 Å and depths from 60 to 160 Å). Merely assigning another time to the same data tests nothing, because any inferred D then scales as 1/t.

**What can be determined when diffusion is short**

Expand (1) for ℓ much smaller than the width of h. Under the weight (2/√π)exp(−u²), the means of u, u² and u³ are 1/√π, 1/2 and 1/√π. Therefore

S − G = κ[aℓG′ + bₙℓ²G″ + cₙℓ³G‴ + …],  (8)

with a = −1/√π, bₙ = 1/4, cₙ = −1/(6√π).

The first term is a rigid shift by κℓ/√π. It fixes only the product κℓ, and an error in the depth origin imitates it.

The standard error of a fitted parameter is the inverse length of that part of its derivative, in noise units, which the other derivatives cannot reproduce. If the origin is known and κ is free, the derivatives of (8) with respect to ln κ and ln ℓ share the term κaℓG′ and differ by κbₙℓ²G″. The error of ln D therefore grows as ℓ⁻² when ℓ shrinks.

If the origin is also free, its derivative −S′ can absorb G′. From (8), G′ = S′ − κaℓG″ − κbₙℓ²G‴ to the order needed. After the S′ terms are dropped, the two derivatives are

for ln κ: κ[(bₙ − κa²)ℓ²G″ + (cₙ − κabₙ)ℓ³G‴],
for ln ℓ: κ[(2bₙ − κa²)ℓ²G″ + (3cₙ − κabₙ)ℓ³G‴].

Subtract the multiple of the first that cancels G″ in the second. What remains is

κℓ³G‴ (bₙcₙ + κabₙ² − 2κa²cₙ)/(bₙ − κa²).

At κ = 0.05 neither bracket vanishes, so the error grows as ℓ⁻³. A numerical test between ℓ = 0.5 and 1 Å gave exponents 2.01 and 3.01 for the two cases. In this regime, halving Dt multiplies the error of ln D by about 2 with a known origin and by 2^(3/2) ≈ 2.8 with a free one.

**The fitting procedure**

1. Evaluate (1) by quadrature. The example uses 64 Gauss–Legendre nodes on 0 ≤ u ≤ 5, with the weights normalised to sum to one.

2. Transform the counts. For a Poisson count n whose mean m is not small (several counts or more), the residual

r = 2√(n + 3/8) − 2√(m + 1/8)  (9)

has nearly unit variance and zero mean. To see this, expand √(n+q) in n − m, whose second, third and fourth moments are m, m and about 3m². The mean of √(n+q) is √m + (4q−1)/(8√m) to this order. The variance of 2√(n+q) is 1 + (3/8 − q)/m, from the contributions −q/m, −1/(2m), 1/(8m) and 3/(4m). The choice q = 3/8 removes the correction to the variance, and the mean is then √m + 1/(16√m), which is √(m + 1/8) to the same order.

3. Fit σ, λ, the origin and the plateau to the unannealed reference.

4. With σ and λ held fixed, fit D, κ, the origin and the plateau of each annealed profile. Begin from several values of D and keep the lowest sum of squares, as a guard against local minima.

5. Release all parameters and fit all profiles together, with σ and λ shared. If J is the matrix of derivatives of the residuals, the linearised covariance is (JᵀJ)⁻¹. It includes the uncertainty of the broadening.

6. For an activation energy, collect y = ln D, its covariance block C, and a matrix X with rows (1, −1/(kT)). Minimising (y−Xp)ᵀC⁻¹(y−Xp) gives p = (XᵀC⁻¹X)⁻¹XᵀC⁻¹y, with covariance (XᵀC⁻¹X)⁻¹. The second component of p is the energy.

**A worked case**

The parameters are round model values: σ = 15 Å, λ = 20 Å, κ = 0.05, t = 7200 s and a plateau of 10⁶ counts. The true diffusivity is 10¹³ Å²/s × exp(−E/kT), with E = 1.70 eV. Each anneal has its own unknown depth offset of a few Å.

The counts were not drawn from (1). Diffusion was solved by finite differences in a 600 Å barrier with a blocking back face, and the result was blurred by direct quadrature. The two routes differ by at most 1.0 × 10⁻⁶ of the film signal.

At 600 K, Dt = 0.0526 × 7200 ≈ 379 Å², so Dt/λ² ≈ 0.947 and √(Dt)/λ ≈ 0.973. Equation (4) becomes

A ≈ 1.325 × [0.95 + 0.05 × 2.58 × 1.83] ≈ 1.571,

and the direct simulation also gives 1.571. At 645 K the turnover was tested on the barrier part of (1): λ times its logarithmic slope is 0.535 at z_on − 2s_w and within 0.001 of 1 at z_on + 3s_w.

The raw fit used depths from 60 to 160 Å, was given the true interface position, and minimised the unweighted squared misfit of ln(signal). The raw values depend on this choice: weighting each point by its counts lowers the noise-free values to 0.158, 0.175, 0.233 and 0.338 Å²/s, while the apparent activation energy found below stays at 0.57 eV. The diffusivities in Å²/s are:

600 K: true 0.0526; forward fit 0.0515; raw tail 0.180.
615 K: true 0.117; forward fit 0.118; raw tail 0.195.
630 K: true 0.252; forward fit 0.253; raw tail 0.259.
645 K: true 0.521; forward fit 0.520; raw tail 0.386.

The standard error of ln D in the forward fit falls from 0.044 at 600 K to 0.003 at 645 K. All four deviations are within about 1.1 standard errors. On noise-free data the largest relative error of D is 6 × 10⁻⁴. The raw results hardly change when the noise is removed, so their error is systematic.

At 600 K the raw value is the phantom one. The film term of (1) supplies most of the signal in the window, and the turnover of the barrier part is centred at 49 Å, before the window begins. The total slope is therefore close to 1/λ, and the unannealed reference gives a value within 1% of the raw one: 0.180 Å²/s on depths from 60 to 160 Å, and 0.179 Å²/s on the depths from 61 to 157 Å actually sampled at 600 K, where the noise-free annealed profile gives 0.180 Å²/s. Between 100 and 200 Å the reference gives 0.236 Å²/s, although nothing has diffused. At z = 150 Å, (7) gives

D_app ≈ 150 × 20/[2 × 7200 × (1 − 20/150)] ≈ 0.240 Å²/s,

while the full equation (6) gives 0.234 Å²/s, as does a fit in a narrow window about that depth.

At 645 K the error has the opposite sign, and a bound shows why. Slope here means −d ln S/dz, and the signal is split as in (1). At 60 Å the first term is (1−κ)G ≈ 0.95 × 1.325 × exp(−3) ≈ 0.063, with slope 1/λ = 0.05 Å⁻¹. The second term is at most κ = 0.05, since G nowhere exceeds 1, and it never rises with depth, since G′ = −h is nowhere positive; its slope is therefore not negative. The slope of a sum is the average of the slopes weighted by signal, so the total slope is at least

0.063 × 0.05/(0.063 + 0.05) ≈ 0.028 Å⁻¹.

The unbroadened erfc with ℓ = 122.5 Å has, from (5), a slope of only 0.015 Å⁻¹ there. The film edge makes the shallow end of the window too steep, which lowers the fitted D.

A second effect acts the other way. The mean of h is λ, so for ℓ ≫ σ, λ the barrier part is, to leading order, κ erfc((z−λ)/ℓ). It is shifted deeper and is less steep at given z, which raises the fitted D. In this window the net result is a noise-free ratio of raw to true D of 0.74.

The near agreement at 630 K, a ratio of 1.03, is a crossing between overestimate and underestimate; with count weighting the ratio there is 0.93 and the crossing lies at a lower temperature. It does not validate the raw fit.

The activation energy is wrong as well. From the end points, 1/kT changes by 1/0.05170 − 1/0.05558 ≈ 1.35 eV⁻¹, so the raw values give

E_raw ≈ ln(0.3862/0.1795)/1.35 ≈ 0.57 eV.

The line through all four points also gives 0.57 eV. The forward fit gives 1.689 ± 0.011 eV, against the true 1.70 eV. If every raw value were purely phantom, (6) would give no temperature dependence and an apparent energy of zero. At 645 K the forward-fitted D is 4.5 × 10⁻¹⁷ in atomic units.

**Choosing the setting**

Broaden the model and leave the data as measured. Include the film in the model: its exponential tail competes with a barrier signal smaller by the factor κ.

Take the widths from an unannealed reference measured under the same conditions, and fit them jointly with the anneals. An error in σ matters more than its size suggests. A change Δ(σ²) alters G by ½Δ(σ²)G″, because the variance of h enters with half the second derivative. In (8), a change of Dt alters both the shift term in G′ and the term in G″. If the depth origin is free, it absorbs the shift, and for small κ what remains is κΔ(Dt)G″, since ℓ²/4 = Dt. For short diffusion, small κ, a free origin, and κ held fixed, the two are confused when

ΔD = Δ(σ²)/(2κt).

The small factor κ in the denominator amplifies the error: for a rise of σ from 15 to 16 Å the formula gives 31/(2 × 0.05 × 7200) ≈ 0.043 Å²/s. It must not be applied to the anneals of the example. Their ℓ lies outside the range of the expansion and their κ is fitted, so neither the size nor the sign of the error in D follows from this estimate.

Leave the depth origin free unless a marker fixes it more precisely than the fit itself does. An error that is merely small beside the shift κℓ/√π can still matter: for short diffusion the first two terms of (8) fix κℓ and κℓ², so for small κ a relative error ε in the shift changes D by a relative amount of about −2ε. At 600 K diffusion is no longer short and the factor 2 does not apply, but κℓ/√π still shows the scale: 0.05 × 38.9/1.77 ≈ 1.1 Å, smaller than the 3 Å offset in the example. If the resulting error of ln D is too large, a longer anneal helps while diffusion is short, through the steep powers of ℓ found above. The gain ends when ℓ becomes comparable with the measured depth, because a nearly flat profile says little about D. More counts reduce the error only as the inverse square root of their number, provided that all profiles are scaled together.

Before trusting a raw-tail value, compute (6) at the centre of the same depth window and for the same time. This suits an unweighted fit of ln(signal); a count-weighted fit favours the shallow end (the reference then gives 0.155 Å²/s between 60 and 160 Å, against 0.178 Å²/s from (6) at 110 Å), and the phantom value should then be taken by fitting the reference in the same way. If the two are close, the value cannot be told from the instrument's own and does not measure D. At most, it limits D from above, and only if κ is known and large enough, compared with the film's tail (1−κ)G in some part of the window, for fast diffusion to change the slope by more than the noise. If κ is far below that tail throughout the window, even fast diffusion stays hidden. If they differ, the raw value may still be wrong, as at 645 K.

**Where the description fails**

Equation (1) needs a thick barrier; here 600 Å is 4.9ℓ at the highest temperature. It also needs a constant D and a fixed face concentration. Fast paths along grain boundaries, a concentration-dependent D, or a back face reached by copper require another c(x), though the same broadening step can follow. An ion yield that differs between film and barrier breaks the assumed linearity, and a changing sputter rate distorts the depth scale. Detector background is absent from the example and would need a term of its own in the mean count. A good fit cannot by itself exclude roughening during the anneal, because part of its effect on the profile has the same shape as diffusion.

The complete values are in the numerical output below.

Table of computed values

```
Gaussian width sigma = 15.0 angstrom
mixing length lambda = 20.0 angstrom
interface ratio kappa = 0.050
anneal time = 7200 s; film plateau = 1000000 counts
prefactor D0 = 1.0e+13 angstrom^2/s; true Ea = 1.70 eV
barrier thickness in simulation = 600 angstrom
depth points = 81, from -80 to 240 angstrom, step 4 angstrom
max forward-model difference (film = 1): 1.0e-06
cold tail amplitude: formula 1.57091, direct 1.57105
hot barrier part, lambda*slope: 0.535 at 211 angstrom, 1.0000 at 650 angstrom
error exponent in 1/ell: offset known 2.013, offset free 3.014
600 K: kT = 0.05170 eV, offset = 3 angstrom, ell = 38.9 angstrom, turnover = 49.1 angstrom
  D true = 0.0526, forward fit = 0.0515 angstrom^2/s
  std of ln D = 0.0438, pull = -0.45, fitted kappa = 0.0511
  raw tail D = 0.1795, noise-free raw = 0.1800 angstrom^2/s, noise-free raw/true = 3.425
615 K: kT = 0.05300 eV, offset = -2 angstrom, ell = 58.1 angstrom, turnover = 95.6 angstrom
  D true = 0.1172, forward fit = 0.1176 angstrom^2/s
  std of ln D = 0.0126, pull = 0.25, fitted kappa = 0.0496
  raw tail D = 0.1945, noise-free raw = 0.1948 angstrom^2/s, noise-free raw/true = 1.662
630 K: kT = 0.05429 eV, offset = 1 angstrom, ell = 85.1 angstrom, turnover = 192.4 angstrom
  D true = 0.2515, forward fit = 0.2529 angstrom^2/s
  std of ln D = 0.0050, pull = 1.09, fitted kappa = 0.0496
  raw tail D = 0.2594, noise-free raw = 0.2587 angstrom^2/s, noise-free raw/true = 1.029
645 K: kT = 0.05558 eV, offset = -4 angstrom, ell = 122.5 angstrom, turnover = 386.4 angstrom
  D true = 0.5210, forward fit = 0.5200 angstrom^2/s
  std of ln D = 0.0034, pull = -0.58, fitted kappa = 0.0500
  raw tail D = 0.3862, noise-free raw = 0.3861 angstrom^2/s, noise-free raw/true = 0.741
fitted sigma = 14.985 angstrom, lambda = 20.004 angstrom
chi-square per degree of freedom = 0.964 (dof 385)
chi-square excess of true parameters = 11.5 (20 parameters)
largest relative D error on noise-free data = 6.1e-04
phantom D, no anneal, window 60-160 angstrom = 0.1802 angstrom^2/s
phantom D, no anneal, window 100-200 angstrom = 0.2356 angstrom^2/s
phantom D at 150 angstrom: narrow fit 0.2338, slope equation 0.2337 angstrom^2/s
Ea forward fit = 1.689 +- 0.011 eV
Ea raw tail = 0.571 eV, noise-free raw = 0.568 eV
hottest fitted D = 4.492e-17 atomic units (hbar/m_e)
```
